# Field Dependence of the Miller–Weinreich Wall-Step Barrier with Depolarization

## What fails without the result

Suppose a nucleation barrier on a ferroelectric domain wall is computed at one field and carried to other fields as \(1/E\). In the model below, with the parameters of the worked example, the barrier at \(10^7\) V/m is 1.216 eV. The pure inverse law then predicts 2.431 eV at \(5\times10^6\) V/m, where the model gives 2.568 eV. The missing 0.137 eV is 5.3 \(kT\) at 300 K, so the Boltzmann factor comes out about 200 times too large.

A second failure concerns the search for the nucleus. A routine that minimizes the step energy over both of its dimensions finds no critical nucleus, because that nucleus is a saddle point. One can instead minimize over the width at fixed length and then maximize over the length, or solve the two stationarity conditions directly.

## Model and conventions

The polar axis is \(z\), and an ideal electrode fills the plane \(z=0\). The crystal occupies \(z>0\), with any second electrode far away. A flat 180° wall has its normal along \(y\). A field \(E>0\) along \(+z\) favours polarization \(+P\) over \(-P\). The wall advances by one lattice spacing \(c\) inside the triangle

\[
|x|<a\,(1-z/l),\qquad 0<z<l .
\]

Here \(a\) is half the base and \(l\) the length, so the step has volume \(acl\).

**Wall energy.** The front face of the step replaces the piece of wall it covers. The new area is that of two slanted facets, each \(c\sqrt{a^2+l^2}\). They are given the same energy per area \(\sigma\) as the flat wall, which is an assumption.

**Bound charge.** The polarization changes by \(2P\) along \(z\). A facet has \(n_z=a/\sqrt{a^2+l^2}\) and area \(c\sqrt{a^2+l^2}/l\) per unit \(z\). Its charge per unit \(z\) is therefore

\[
\lambda=2P\,n_z\,\frac{c\sqrt{a^2+l^2}}{l}=\frac{2Pca}{l}.
\]

The opposite charge at the base lies against the electrode and is neutralized there. The faces normal to \(y\) carry no charge.

**Field energy.** The applied potential is \(-Ez\), and two facets are present:

\[
-E\int_0^l 2\lambda z\,dz=-E\lambda l^2=-2PEcal .
\]

This equals \(-2PE\) times the volume, as it should. With \(U_d\) for the electrostatic energy of the facet charges, including the effect of their images, the total is

\[
F=-2PEcal+2\sigma c\sqrt{a^2+l^2}+U_d .
\]

## The depolarization energy

The background permittivity \(\varepsilon=\varepsilon_0\varepsilon_r\) is taken as isotropic, and no free charge in the crystal screens the facets. The calculation is to leading order for \(c\ll a\ll l\), the needle regime. For two equal facets above a grounded plane,

\[
U_d=\frac{\lambda^2}{4\pi\varepsilon}\left(J_{\rm own}-J_{\rm own}^{\rm im}+J_{\rm mut}-J_{\rm mut}^{\rm im}\right),
\]

where each \(J\) is the double integral of inverse distance over \(z\) and \(z'\), averaged over the facet width. The factor 1/2 of electrostatic energy has cancelled against the two equal contributions.

**A facet with itself.** For two of its lines a distance \(\eta\ll l\) apart in \(y\),

\[
2\int_0^l\frac{l-t}{\sqrt{t^2+\eta^2}}\,dt\simeq 2l\left[\ln\frac{2l}{\eta}-1\right].
\]

Two points chosen uniformly across the width have separation density \(2(c-\eta)/c^2\), so the mean logarithm is

\[
\frac{2}{c^2}\int_0^c(c-\eta)\ln\eta\,d\eta=\ln c-\frac32 .
\]

Hence \(J_{\rm own}=2l[\ln(2l/c)+\tfrac12]\). The image lies at \(-z'\), which gives

\[
J_{\rm own}^{\rm im}=\int_0^l\!\!\int_0^l\frac{dz\,dz'}{z+z'}=\int_0^l\ln\frac{z+l}{z}\,dz=2l\ln2 .
\]

The difference is \(2l[\ln(l/c)+\tfrac12]\).

**One facet with the other.** At height \(z\) their separation is \(d=2a(1-z/l)\). It changes slowly along \(z\), because the slope \(a/l\) is small, so the local value can be used in the inner integral:

\[
\int_0^l\frac{dz'}{\sqrt{(z'-z)^2+d^2}}\simeq\ln\frac{4z(l-z)}{d^2}
=\ln\frac{l^2}{a^2}+\ln\frac{z}{l-z}.
\]

The last logarithm integrates to zero over \(0<z<l\), so \(J_{\rm mut}=2l\ln(l/a)\). To leading order the image term is again \(2l\ln2\), and the difference is \(2l\ln(l/2a)\).

The two differences add up to \(2l\Lambda\), with

\[
\Lambda=\ln\frac{l^2}{2ac}+\frac12 .
\]

Inserting \(\lambda\) gives

\[
U_d=\frac{4P^2c^2a^2}{l^2}\,\frac{2l\Lambda}{4\pi\varepsilon}
=2c\,g\Lambda\,\frac{a^2}{l},\qquad g=\frac{P^2c}{\pi\varepsilon}.
\]

The constant \(g\) is an energy per area. The leading neglected terms come from the ends of the needle and from the region near the apex where the facets are closer than \(c\). The slant of the facets adds terms of second order in \(a/l\), for example \(-0.024\) in the self term when \(a/l=c/a=0.1\). Direct Coulomb quadrature gives a \(\Lambda\) larger by 0.12 when \(a/l=c/a=0.1\), and by 0.016 when both ratios are 0.01.

## Why the main dependence is \(1/E\)

Hold \(\Lambda\) fixed for the moment. The wall and depolarization terms are then homogeneous of degree one in \((a,l)\), while the field term has degree two. With \(a=\tilde a/E\) and \(l=\tilde l/E\), every term of \(F\) becomes \(1/E\) times a function of \(\tilde a\) and \(\tilde l\) alone. The stationary value is therefore proportional to \(1/E\), also with the unexpanded square root. A departure from this law in the present model must come from the logarithm.

**Without depolarization.** Setting \(U_d=0\) gives the conditions

\[
PEl=\frac{\sigma a}{\sqrt{a^2+l^2}},\qquad PEa=\frac{\sigma l}{\sqrt{a^2+l^2}} .
\]

Dividing them gives \(a=l\), and then \(a=l=\sigma/(\sqrt2\,PE)\). The barrier is

\[
F^*=2c\left(-\frac{\sigma^2}{2PE}+\frac{\sigma^2}{PE}\right)=\frac{c\sigma^2}{PE}.
\]

This nucleus is not a needle. Depolarization is what elongates the step. Each facet carries the charge \(\lambda l=2Pca\), so at fixed volume a smaller \(a/l\) means a smaller \(a\) and less charge, spread over a greater length.

**Needle with a frozen logarithm.** For \(a\ll l\), \(\sqrt{a^2+l^2}\simeq l+a^2/(2l)\). Define \(\kappa=\sigma/2+g\Lambda\), so that

\[
\frac{F}{2c}=-PEal+\sigma l+\kappa\frac{a^2}{l}.
\]

The \(a\)-derivative gives \(PEl^2=2\kappa a\). The \(l\)-derivative gives \(\sigma=PEa+\kappa a^2/l^2=3\kappa a^2/l^2\). Thus \(a/l=\sqrt{\sigma/(3\kappa)}\) and \(l=2\sqrt{\kappa\sigma/3}/(PE)\). Substitution yields \(F^*=4cl\kappa a^2/l^2=\tfrac43c\sigma l\), or

\[
F^*=\frac{8c\,\sigma^{3/2}\kappa^{1/2}}{3\sqrt3\,PE}.
\]

## The saddle with the logarithm included

Now let \(\Lambda\) vary: \(\partial\Lambda/\partial\ln a=-1\) and \(\partial\Lambda/\partial\ln l=2\). Write \(f=F/(2c)\), \(S=a^2/l\) and \(u=2\kappa-g\). The two conditions are

\[
a\,\partial_af=-PEal+uS=0,
\]
\[
l\,\partial_lf=-PEal+\sigma l+(2g-\kappa)S=0 .
\]

The first gives \(PEl^2=ua\). Using it in the second gives \(\sigma l=(u+\kappa-2g)S\). Since \(\kappa=(u+g)/2\), this becomes

\[
\sigma l=\frac32(u-g)S,\qquad
\frac{a}{l}=\sqrt{\frac{2\sigma}{3(u-g)}} .
\]

The first condition also fixes the combination inside the logarithm: \(l^2/a=u/(PE)\). From the definitions, \(u=\sigma+2g\Lambda-g\). The constant 1/2 in \(\Lambda\) cancels the \(-g\), and one equation for \(u\) remains:

\[
u=\sigma+2g\ln\frac{u}{2PEc}.
\]

Exponentiation gives \(ue^{-u/2g}=2PEc\,e^{-\sigma/2g}\). Multiplying by \(-1/(2g)\) puts this in the form \(we^w=\text{const}\) with \(w=-u/(2g)\), so

\[
u=-2g\,W_{-1}\!\left(-\frac{PEc}{g}\,e^{-\sigma/2g}\right),
\]

where \(W_{-1}\) is the lower real branch of the Lambert function. The barrier follows from the conditions above:

\[
\frac{F^*}{2c}=\left[-u+\frac32(u-g)+\frac12(u+g)\right]S=(u-g)S=\frac23\sigma l .
\]

With \(l=(u/PE)(a/l)\), the result to implement is

\[
F^*=\frac43c\sigma l=\frac{4c\sigma}{3}\,\frac{u}{PE}\sqrt{\frac{2\sigma}{3(u-g)}} .
\]

**Branch and existence.** The argument of \(W_{-1}\) must not lie below \(-1/e\), which requires

\[
E\le\frac{g}{Pc}\,e^{\sigma/2g-1}.
\]

The upper branch has \(u<2g\). It gives a real \(a/l\) only for \(u>g\), close to the limit, and by the second derivatives below that point is a maximum. The saddle and this maximum merge at the limit, and the approximate energy has no stationary point beyond this limit. It is not a physical switching threshold, because the needle assumptions fail at lower fields in the example below. The lower branch has \(u>2g\) away from the limit.

**Nature of the point.** Differentiating the two conditions once more with respect to \(\alpha=\ln a\) and \(\beta=\ln l\), and using the conditions themselves, gives

\[
f_{\alpha\alpha}=(u-2g)S,\quad
f_{\alpha\beta}=-2(u-2g)S,\quad
f_{\beta\beta}=(u-5g)S .
\]

The determinant is

\[
(u-2g)\left[(u-5g)-4(u-2g)\right]S^2=-3(u-g)(u-2g)S^2<0 .
\]

The point is a saddle. At fixed \(l\) it is a minimum in \(a\), since \(f_{\alpha\alpha}>0\). This minimum is only local: far outside the needle regime \(\Lambda\) turns negative and the approximate energy falls without bound as \(a\) grows, so a numerical search in \(a\) must be bounded. Along the valley of such minima the second derivative in \(\ln l\) is the determinant divided by \(f_{\alpha\alpha}\), or \(-3(u-g)S<0\), so the valley passes through a maximum.

**Numerical solution.** Underflow of the exponential in the Lambert argument means \(\sigma\gg g\). At ordinary fields \(u\simeq\sigma\) and \(a/l\simeq\sqrt{2/3}\) there, so the step is not a needle and the closed form does not apply. As an alternative to a Lambert routine, iterate \(u\leftarrow\sigma+2g\ln[u/(2PEc)]\) from \(u=2g\). Below the existence limit the first step goes upward. The map is increasing and concave, so the sequence rises monotonically to the required root. Its error shrinks finally by the factor \(2g/u\) per step.

## How far the barrier departs from \(1/E\)

At a stationary point, changes of \(a\) and \(l\) do not contribute to \(dF^*/dE\) at first order. Only the explicit field term does:

\[
\frac{dF^*}{dE}=-2Pcal .
\]

The local exponent \(n=-d\ln F^*/d\ln E\) is therefore

\[
n=\frac{2PEcal}{F^*}=\frac{uS}{(u-g)S}=1+\frac{g}{u-g}.
\]

It exceeds one for a physical reason. A lower field needs a larger nucleus, and a larger nucleus has a larger \(\Lambda\), which raises the depolarization energy of a step of given shape. The step responds by becoming more slender, so part of the excess appears as wall energy.

For \(E\to0\) the equation for \(u\) gives

\[
\frac{du}{d\ln E}=-\frac{2gu}{u-2g}\to-2g ,
\]

so \(u\) grows as \(2g\ln(1/E)\), and \(n-1\) falls as \(1/[2\ln(1/E)]\) to leading order. (The field in the logarithm is measured in any fixed unit.) Squaring the barrier formula gives

\[
(EF^*)^2=\left(\frac{4c\sigma}{3P}\right)^2\frac{2\sigma}{3}\,\frac{u^2}{u-g}.
\]

For large \(u\) the last fraction tends to \(u+g\). Thus \(EF^*\) grows only as the square root of a logarithm. This is the precise sense in which the barrier varies inversely with field. The limit also improves the needle approximation, since \(a/l\) falls as \(u\) rises.

## Worked example

The round model parameters are \(P=0.25\) C/m², \(c=0.4\) nm, \(\sigma=0.01\) J/m², \(\varepsilon_r=10\) and \(T=300\) K. They give \(g=0.0899\) J/m². At \(E=10^7\) V/m, \(2PEc=0.002\) J/m², and the equation for \(u\) is solved by \(u=1.1526\) J/m²:

\[
0.01+0.1798\,\ln\frac{1.1526}{0.002}\simeq1.153 .
\]

Then \(u-g=1.0627\) J/m², and

\[
\frac al=\sqrt{\frac{0.02}{3(1.0627)}}=0.079,
\]
\[
l=\frac{1.1526\times0.0792}{2.5\times10^6}\ \text{m}=36.5\ \text{nm},
\]
\[
F^*=\frac43(4\times10^{-10})(0.01)(3.65\times10^{-8})\ \text{J}=1.95\times10^{-19}\ \text{J}.
\]

This is 1.216 eV, or 47 \(kT\). The half-base is 2.9 nm, about seven lattice spacings. The contributions are \(-1.318\) eV from the field, \(+1.829\) eV from the wall and \(+0.705\) eV from depolarization. The ratio \(1.318/1.216\simeq1.08\) is the exponent \(n\), as the relation \(n=2PEcal/F^*\) requires. Without depolarization, \(c\sigma^2/(PE)\) would give only 0.10 eV. The barrier therefore depends strongly on the chosen \(\varepsilon_r\), and so does the needle shape. With the full square root and Coulomb quadrature at the same field, \(\varepsilon_r=100\) gives 0.33 eV with \(a/l=0.30\), and \(\varepsilon_r=1000\) gives 0.13 eV with \(a/l=0.80\). These numbers illustrate the model rather than predict the barrier of a particular material.

From \(2\times10^7\) down to \(2\times10^6\) V/m the barrier rises from 0.571 to 6.84 eV, and \(n\) falls from 1.098 to 1.064. The product \(EF^*\) grows by 20% while the field drops tenfold. A pure \(1/E\) law anchored at \(10^7\) V/m is 11% too low at the lower end and 6.5% too high at the upper end, relative to the closed form.

The saddle was also located with the full square root and the Coulomb quadrature in place of \(\Lambda\). Relative to that calculation, the closed-form barrier is 0.6 to 0.8% low over these fields, and the exponents agree within 0.002. At \(10^7\) V/m the difference is 0.009 eV, or 0.36 \(kT\), which changes a Boltzmann factor by about 1.4. The numerical output follows this text.

## Use in Merz's law, and limits

If the nucleation rate is \(R=R_0e^{-F^*/kT}\) with \(R_0\) independent of field, the slope of \(\ln R\) against \(1/E\) defines a local activation field:

\[
E_{\rm act}=-\frac{d\ln R}{d(1/E)}=E^2\,\frac{d\ln R}{dE}=\frac{nEF^*}{kT}.
\]

In the example it falls from \(5.6\times10^8\) to \(4.8\times10^8\) V/m as the field rises from \(2\times10^6\) to \(2\times10^7\) V/m. Under these assumptions a Merz plot is slightly curved, and its local slope differs from \(EF^*/kT\) by the factor \(n\). A wall velocity requires a further model of how steps grow and merge.

The result should not be used in these cases:

- **The step is only a few cells wide.** The conditions give the half-base \(a=2n\sigma/(3PE)\), which must be well above \(c\). At \(2\times10^7\) V/m this is 1.5 nm, under four spacings. It approaches one spacing near \(7\times10^7\) V/m, well below the formal existence limit of \(3.5\times10^8\) V/m.
- **The step is not a needle.** If \(2\sigma/[3(u-g)]\) is not small, keep the square root and compute \(U_d\) by quadrature.
- **The crystal is too thin.** At \(2\times10^6\) V/m the nucleus is 205 nm long, and a second electrode at a comparable distance changes the image charges.
- **The charge is compensated differently.** Mobile carriers, an imperfect electrode or an anisotropic permittivity require a new \(U_d\).
- **The polarization is not rigid.** The model fixes \(\pm P\) and lets only a linear background respond. In the example at \(10^7\) V/m the field of a facet is about \(7\times10^7\) V/m at a distance \(c\) from it, several times the applied field. A material whose polarization changes appreciably in such a field needs a model in which the polarization relaxes.
- **The wall is not sharp on the scale of \(c\).** The model puts the bound charge on ideal facets. A wall of finite width spreads this charge, which lowers \(U_d\) and can lower the barrier of the example by several \(kT\).

## Computed values

```
P = 0.25 C/m^2, c = 0.4 nm, sigma = 0.01 J/m^2
eps_r = 10, T = 300 K
g = 0.08988 J/m^2
closed-form existence limit = 3.495e+08 V/m
Lambda error, a/l=c/a=0.1: 0.1239
Lambda error, a/l=c/a=0.01: 0.0163
At E = 1.0e+07 V/m: u = 1.1526 J/m^2
  Lambda = 6.8566, kappa = 0.6212 J/m^2
  a/l = 0.0792, c/a = 0.1383
  field energy = -1.3183 eV
  wall energy = 1.8290 eV
  depolarization energy = 0.7049 eV
  barrier = 1.2156 eV = 1.9475e-19 J
  barrier/kT = 47.02
  frozen-log barrier formula = 1.2118 eV
  scaled Hessian: aa = 0.9729, det = -3.1017 (J/m^2 units)
Closed form: E(V/m), Lambda, a(nm), l(nm), F*(eV), n
  2.0e+06 8.721 14.191 205.49 6.8403 1.0643
  5.0e+06 7.669 5.730 77.15 2.5683 1.0744
  1.0e+07 6.857 2.892 36.52 1.2156 1.0846
  2.0e+07 6.024 1.465 17.14 0.5706 1.0984
Full energy: E(V/m), a(nm), l(nm), F*(eV), n, closed/full-1 (%)
  2.0e+06 14.150 207.16 6.8832 1.0633 -0.62
  5.0e+06 5.709 77.93 2.5868 1.0734 -0.72
  1.0e+07 2.879 36.95 1.2249 1.0843 -0.76
  2.0e+07 1.457 17.39 0.5748 1.1000 -0.73
E(V/m), E F*(eV V/m), activation field(V/m), pure-1/E error(%)
  2.0e+06 1.3681e+07 5.6321e+08 -11.15
  5.0e+06 1.2842e+07 5.3367e+08 -5.34
  1.0e+07 1.2156e+07 5.0996e+08 0.00
  2.0e+07 1.1412e+07 4.8486e+08 6.52
```
